# Why the tunnelling exponent of graphene nanoribbons follows the gap squared: verification in Python

```python
# Result under test: for graphene nanoribbons with a common Dirac velocity v,
# the interband tunnelling probability in a uniform field F is exp(-S), with
#     S = pi*Eg^2 / (4*hbar*v*q*F),
# so S grows as Eg^2 across widths. The form
#     S = pi*sqrt(m)*Eg^1.5 / (2*sqrt(2)*hbar*q*F)
# is the same law once each ribbon has its own mass m = Eg/(2*v^2).
# Eg: full gap (eV); m: band-edge mass; N: number of dimer lines in an
# armchair ribbon. Lengths in nm, energies in eV, fields in V/nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HOP = 2.7            # nearest-neighbour hopping, eV (rough typical value)
BOND = 0.142         # carbon bond length, nm (rough typical value)
FIELD = 0.1          # V/nm
WINDOW = 0.2         # tunnelling energy window, eV
EDGE = 0.12          # fractional strengthening of edge bonds (rough)
TEMP = 300.0         # K
HV = 1.5 * HOP * BOND                                  # hbar*v, eV nm
HB2_ME = const.hbar**2 / (const.m_e * const.e) * 1e18  # hbar^2/m_e, eV nm^2
KT = const.k * TEMP / const.e
G0 = 2 * const.e**2 / const.h                          # siemens, spin included


def hopping_block(n, k, edge=0.0):
    """A-to-B hopping matrix, bonds found from atomic coordinates."""
    line = np.arange(n)
    xa = np.where(line % 2 == 0, 0.0, 1.5 * BOND)
    dy = (line[None, :] - line[:, None]) * np.sqrt(3) / 2 * BOND
    block = np.zeros((n, n), dtype=complex)
    for cell in (-1, 0, 1):
        dx = xa[None, :] + BOND + 3 * BOND * cell - xa[:, None]
        bonded = np.abs(np.hypot(dx, dy) - BOND) < 0.01 * BOND
        block += HOP * bonded * np.exp(1j * k * dx)
    block[0, 0] *= 1 + edge
    block[-1, -1] *= 1 + edge
    return block


def energy_squared(n, k, edge=0.0, band=0):
    """Square of a subband energy at real or imaginary wave vector k."""
    product = hopping_block(n, k, edge) @ hopping_block(n, -k, edge).T
    return np.sort(np.linalg.eigvals(product).real)[band]


def lattice_gap(n, edge=0.0, band=0):
    return 2 * np.sqrt(max(energy_squared(n, 0.0, edge, band), 0.0))


def lattice_mass(n, edge=0.0):
    """Band-edge mass in units of m_e from a finite difference."""
    h = 0.005
    rise = np.sqrt(energy_squared(n, h, edge)) - lattice_gap(n, edge) / 2
    return HB2_ME / (2 * rise / h**2)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def lattice_action(n, edge=0.0):
    """Tunnelling exponent from the complex bands of the atomic lattice."""
    top = 1.5 * lattice_gap(n, edge) / 2 / HV
    kappa_max = brentq(lambda q: energy_squared(n, 1j * q, edge), 0.0, top)
    angle = (NODES + 1) * np.pi / 4
    energy = np.array([np.sqrt(max(energy_squared(
        n, 1j * kappa_max * np.sin(u), edge), 0.0)) for u in angle])
    area = np.sum(WEIGHTS * energy * np.cos(angle)) * kappa_max * np.pi / 4
    return 4 * area / FIELD


def square_law(gap, field=FIELD, hv=HV):
    return np.pi * gap**2 / (4 * hv * field)


def mass_law(gap, mass, field=FIELD):
    return (np.pi * np.sqrt(mass / HB2_ME) * gap**1.5
            / (2 * np.sqrt(2) * field))


def action_by_quadrature(gap, hv):
    turn = gap / 2 / FIELD
    return 2 * quad(lambda x: np.sqrt(max((gap / 2)**2 - (FIELD * x)**2, 0))
                    / hv, -turn, turn)[0]


def dirac_transmission(gap, e_left, e_right):
    """Scattering solution: uniform field between two field-free leads.
    e_left > gap/2 and e_right < -gap/2 are energies from local midgap."""
    d = gap / 2
    length = (e_left - e_right) / FIELD
    p_left, p_right = np.sqrt(e_left**2 - d**2), np.sqrt(e_right**2 - d**2)

    def slope(x, psi):
        e = e_left - FIELD * x
        return 1j / HV * np.array([(e + d) * psi[1], (e - d) * psi[0]])

    start = np.array([e_right + d, -p_right], dtype=complex)
    psi = solve_ivp(slope, (length, 0.0), start, method="DOP853",
                    rtol=1e-9, atol=1e-11).y[:, -1]
    incoming = (psi[0] / (e_left + d) + psi[1] / p_left) / 2
    flux_out = -(e_right + d) * p_right
    return flux_out / (abs(incoming)**2 * (e_left + d) * p_left)


def log_slope(y2, y1, x2, x1):
    return np.log(y2 / y1) / np.log(x2 / x1)


# Continuum action by quadrature, and its power under each constraint.
g1, g2 = 0.4, 0.9
s1, s2 = action_by_quadrature(g1, HV), action_by_quadrature(g2, HV)
assert abs(s1 / square_law(g1) - 1) < 1e-6
power_fixed_v = log_slope(s2, s1, g2, g1)
fixed_mass = 0.06
m1, m2 = [action_by_quadrature(g, np.sqrt(g * HB2_ME / (2 * fixed_mass)))
          for g in (g1, g2)]
power_fixed_m = log_slope(m2, m1, g2, g1)
assert abs(power_fixed_v - 2) < 1e-5
assert abs(power_fixed_m - 1.5) < 1e-5
assert abs(m1 / mass_law(g1, fixed_mass) - 1) < 1e-6

# Atomic lattice: masses, complex-band actions, and powers in two families.
ribbons = (25, 13, 24, 12)
gap = {n: lattice_gap(n) for n in ribbons}
mass = {n: lattice_mass(n) for n in ribbons}
action = {n: lattice_action(n) for n in ribbons}
for n in ribbons:
    sign = -1 if n % 3 == 1 else 1
    dirac_mass = gap[n] * HB2_ME / (2 * HV**2)
    expected = 1 / (1 + sign * gap[n] / (2 * HOP))
    assert abs(mass[n] / dirac_mass / expected - 1) < 1e-3
    # The remaining difference is the lattice curvature of the complex band.
    assert abs(action[n] / mass_law(gap[n], mass[n]) - 1) < 0.01
power_a = log_slope(action[13], action[25], gap[13], gap[25])
power_b = log_slope(action[12], action[24], gap[12], gap[24])
assert 2.0 < power_a < 2.1 and 1.9 < power_b < 2.0

# Stronger edge bonds move the gaps but should leave the power near two.
edge_gap = {n: lattice_gap(n, EDGE) for n in ribbons}
edge_action = {n: lattice_action(n, EDGE) for n in ribbons}
edge_power_a = log_slope(edge_action[13], edge_action[25],
                         edge_gap[13], edge_gap[25])
edge_power_b = log_slope(edge_action[12], edge_action[24],
                         edge_gap[12], edge_gap[24])
assert abs(edge_power_a - 2) < 0.1 and abs(edge_power_b - 2) < 0.1

# Dirac scattering with a very long ramp against the exponential law.
# Field kinks at the ramp ends cause reflections well below one percent.
long_ramp = {n: dirac_transmission(gap[n], 6 * gap[n], -6 * gap[n])
             for n in (25, 13)}
for n in (25, 13):
    assert abs(long_ramp[n] / np.exp(-square_law(gap[n])) - 1) < 0.005

# Carry the exponent of the wide ribbon to the narrow one.
ratio = gap[13] / gap[25]
wrong_exponent = square_law(gap[25]) * ratio**1.5
right_exponent = square_law(gap[13])
assert abs(right_exponent - action[13]) < abs(wrong_exponent - action[13])

# Finite junction: average over the window, field kinks at both ends.
nodes, weights = np.polynomial.legendre.leggauss(20)
finite = {}
for n in (25, 13):
    d = gap[n] / 2
    offsets = (nodes + 1) * WINDOW / 2
    values = [dirac_transmission(gap[n], d + u, -(d + WINDOW - u))
              for u in offsets]
    finite[n] = np.sum(weights * values) / 2
    assert 0 < finite[n] < 1


def occupation_difference(e):
    return (1 / (1 + np.exp((e - WINDOW) / KT)) - 1 / (1 + np.exp(e / KT)))


thermal_factor = quad(occupation_difference, 0, WINDOW)[0] / WINDOW

# Same junction length for both ribbons instead of the same field.
fixed_length = (gap[25] + WINDOW) / FIELD
narrow_field = (gap[13] + WINDOW) / fixed_length
length_exponent = square_law(gap[13], narrow_field)
length_power = log_slope(length_exponent, square_law(gap[25]),
                         gap[13], gap[25])
assert length_power < 2

print(f"hopping {HOP} eV, bond {BOND} nm, window {WINDOW} eV")
print(f"field {FIELD * 10:.1f} MV/cm = {FIELD} V/nm")
print(f"hbar*v {HV:.4f} eV nm")
print(f"v {HV * 1e-9 * const.e / const.hbar:.3e} m/s")
print(f"power at fixed v {power_fixed_v:.4f}, fixed m {power_fixed_m:.4f}")
for n in (25, 13):
    s = square_law(gap[n])
    t = np.exp(-s)
    second = np.exp(-square_law(lattice_gap(n, band=1)))
    assert second < 0.02 * t
    over = 2 * G0 * KT * np.log1p(np.exp(-gap[n] / KT)) * 1e9
    print(f"--- N={n}, width {(n - 1) * np.sqrt(3) / 2 * BOND:.3f} nm")
    print(f"gap {gap[n]:.4f} eV")
    print(f"mass: Dirac {gap[n] * HB2_ME / (2 * HV**2):.4f} m_e, "
          f"lattice {mass[n]:.4f} m_e")
    print(f"tunnelling length {gap[n] / FIELD:.2f} nm")
    print(f"S: square law {s:.3f}, lattice {action[n]:.3f}")
    print(f"S: 3/2 form with lattice mass {mass_law(gap[n], mass[n]):.3f}")
    print(f"T: square law {t:.3e}, lattice {np.exp(-action[n]):.3e}")
    print(f"T: Dirac scattering, long ramp {long_ramp[n]:.3e}")
    print(f"T: finite junction, window mean {finite[n]:.3e}")
    print(f"finite junction length {(gap[n] + WINDOW) / FIELD:.2f} nm")
    print(f"T: second subband {second:.2e}")
    print(f"current, T=0 K occupation {G0 * t * WINDOW * 1e9:.2f} nA")
    print(f"over-gap current at {TEMP:.0f} K {over:.2e} nA")
    print(f"edge bonds +{EDGE * 100:.0f}%: gap {edge_gap[n]:.4f} eV, "
          f"S {edge_action[n]:.3f}")
    print(f"S with v 10% higher {square_law(gap[n], hv=1.1 * HV):.3f}")
print("--- wide ribbon carried to narrow ribbon")
print(f"gap ratio {ratio:.4f}, ^1.5 {ratio**1.5:.4f}, ^2 {ratio**2:.4f}")
print(f"mistaken S {wrong_exponent:.3f}, T {np.exp(-wrong_exponent):.3e}")
print(f"mistaken current {G0 * np.exp(-wrong_exponent) * WINDOW * 1e9:.2f} nA")
print(f"overestimate of T {np.exp(right_exponent - wrong_exponent):.2f} times")
print(f"lattice power: N=25,13 {power_a:.3f}; N=24,12 {power_b:.3f}")
print(f"with edge bonds: {edge_power_a:.3f}; {edge_power_b:.3f}")
print(f"thermal occupation factor at {TEMP:.0f} K {thermal_factor:.3f}")
print(f"fixed length {fixed_length:.2f} nm: N=13 field "
      f"{narrow_field * 10:.2f} MV/cm")
print(f"fixed length: N=13 S {length_exponent:.3f}, power {length_power:.3f}")
for n in (12, 14):
    print(f"N={n} gap: plain {lattice_gap(n):.4f} eV, "
          f"edge bonds {lattice_gap(n, EDGE):.4f} eV")
print("success")
```

Output:

```
hopping 2.7 eV, bond 0.142 nm, window 0.2 eV
field 1.0 MV/cm = 0.1 V/nm
hbar*v 0.5751 eV nm
v 8.737e+05 m/s
power at fixed v 2.0000, fixed m 1.5000
--- N=25, width 2.951 nm
gap 0.3810 eV
mass: Dirac 0.0439 m_e, lattice 0.0472 m_e
tunnelling length 3.81 nm
S: square law 1.982, lattice 2.056
S: 3/2 form with lattice mass 2.056
T: square law 1.377e-01, lattice 1.280e-01
T: Dirac scattering, long ramp 1.379e-01
T: finite junction, window mean 1.642e-01
finite junction length 5.81 nm
T: second subband 6.24e-04
current, T=0 K occupation 2134.59 nA
over-gap current at 300 K 1.59e-03 nA
edge bonds +12%: gap 0.4553 eV, S 2.918
S with v 10% higher 1.802
--- N=13, width 1.476 nm
gap 0.7141 eV
mass: Dirac 0.0823 m_e, lattice 0.0948 m_e
tunnelling length 7.14 nm
S: square law 6.963, lattice 7.470
S: 3/2 form with lattice mass 7.475
T: square law 9.460e-04, lattice 5.698e-04
T: Dirac scattering, long ramp 9.458e-04
T: finite junction, window mean 1.330e-03
finite junction length 9.14 nm
T: second subband 2.82e-11
current, T=0 K occupation 14.66 nA
over-gap current at 300 K 4.05e-09 nA
edge bonds +12%: gap 0.8581 eV, S 10.656
S with v 10% higher 6.330
--- wide ribbon carried to narrow ribbon
gap ratio 1.8742, ^1.5 2.5658, ^2 3.5127
mistaken S 5.086, T 6.181e-03
mistaken current 95.78 nA
overestimate of T 6.53 times
lattice power: N=25,13 2.054; N=24,12 1.954
with edge bonds: 2.044; 1.947
thermal occupation factor at 300 K 0.821
fixed length 5.81 nm: N=13 field 1.57 MV/cm
fixed length: N=13 S 4.426, power 1.279
N=12 gap: plain 0.7351 eV, edge bonds 0.6070 eV
N=14 gap: plain 0.0000 eV, edge bonds 0.1234 eV
success
```
